# Rotationally invariant power-spectrum descriptors from an atom-centred density: test program

```python
"""Rotational invariance of the power spectrum of an atom-centred density.

Result under test: for rho(r) = sum_j f(r_j) exp(-|r-r_j|^2/(2 sigma^2)) and
c_nlm = integral g_n(r) conj(Y_lm) rho d^3r, the contraction
    p_nn'l = sum_m c_nlm conj(c_n'lm)
is invariant under rotation, equals a sum over neighbour pairs with Legendre
polynomials, and gives the rotation-averaged squared overlap of two densities.
It is not complete: distinct environments may share the same p.
Symbols: f cutoff weight, sigma Gaussian width, g_n radial basis on [0, R_BOX],
Y_lm spherical harmonics, n radial index, l and m angular indices.
Lengths are in nm, p in nm^3. Feature vector: p/sqrt(2l+1), normalized.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.spatial.transform import Rotation
from scipy.special import eval_legendre, gammaln, ive, lpmv

SIGMA, R_CUT, TAPER, R_BOX = 0.05, 0.50, 0.10, 0.70
N_MAX, L_MAX = 12, 8
N_BIG, L_BIG = 24, 30


def gauss_legendre(count, low, high):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (high - low) * x + 0.5 * (high + low), 0.5 * (high - low) * w


def cutoff(s):
    t = np.clip((s - (R_CUT - TAPER)) / TAPER, 0.0, 1.0)
    return 0.5 * (1.0 + np.cos(np.pi * t))


def radial_basis(r, n_max):
    n = np.arange(1, n_max + 1)[:, None]
    return np.sqrt(2.0 / R_BOX) * np.sin(n * np.pi * r / R_BOX) / r


def harmonics(vectors, l_max):
    """List over l of arrays (2l+1, ...) with m running from -l to l."""
    r = np.linalg.norm(vectors, axis=-1)
    cos_t = np.clip(vectors[..., 2] / r, -1.0, 1.0)
    phi = np.arctan2(vectors[..., 1], vectors[..., 0])
    result = []
    for l in range(l_max + 1):
        y = np.empty((2 * l + 1,) + r.shape, dtype=complex)
        for m in range(l + 1):
            log_norm = (np.log((2 * l + 1) / (4 * np.pi))
                        + gammaln(l - m + 1) - gammaln(l + m + 1))
            value = np.exp(0.5 * log_norm) * lpmv(m, l, cos_t) * np.exp(1j * m * phi)
            y[l + m] = value
            y[l - m] = (-1) ** m * np.conj(value)
        result.append(y)
    return result


def radial_integrals(s, n_max, l_max):
    """I_nl(s) as an array (l, neighbour, n); scaled Bessel functions."""
    r, w = gauss_legendre(120, 0.0, R_BOX)
    x = s[:, None] * r[None, :] / SIGMA**2
    orders = np.arange(l_max + 1)[:, None, None] + 0.5
    bessel = np.sqrt(np.pi / (2 * x)) * ive(orders, x)
    gauss = np.exp(-(r[None, :] - s[:, None])**2 / (2 * SIGMA**2))
    return 4 * np.pi * (bessel * gauss) @ (w * r**2 * radial_basis(r, n_max)).T


def coefficients(positions, n_max, l_max, table=None):
    s = np.linalg.norm(positions, axis=1)
    inside = s < R_CUT
    positions, s = positions[inside], s[inside]
    if table is None:
        radial = radial_integrals(s, n_max, l_max)
    else:
        radial = np.moveaxis(table(s), 0, 1)
    ylm = harmonics(positions, l_max)
    return [(radial[l] * cutoff(s)[:, None]).T @ np.conj(ylm[l]).T
            for l in range(l_max + 1)]


def power_spectrum(positions, n_max=N_MAX, l_max=L_MAX, table=None):
    return np.array([(c @ c.conj().T).real
                     for c in coefficients(positions, n_max, l_max, table)])


def features(p):
    q = p / np.sqrt(2 * np.arange(len(p)) + 1)[:, None, None]
    return q.ravel() / np.linalg.norm(q)


def distance(pos_a, pos_b, n_max=N_MAX, l_max=L_MAX):
    return np.linalg.norm(features(power_spectrum(pos_a, n_max, l_max))
                          - features(power_spectrum(pos_b, n_max, l_max)))


def euler_grid(n_azimuth, n_polar):
    """Rotation matrices and normalized weights for averages over rotations."""
    angle = 2 * np.pi * np.arange(n_azimuth) / n_azimuth
    x, w = np.polynomial.legendre.leggauss(n_polar)
    a, b, g = np.meshgrid(angle, np.arccos(x), angle, indexing="ij")
    weight = np.broadcast_to(w[None, :, None], a.shape).ravel() / (2 * n_azimuth**2)
    euler = np.stack([a.ravel(), b.ravel(), g.ravel()], axis=1)
    return Rotation.from_euler("ZYZ", euler).as_matrix(), weight


def density_overlap(pos_a, pos_b, rotations):
    """Closed-form overlap of density A with rotated density B."""
    ra, rb = np.linalg.norm(pos_a, axis=1), np.linalg.norm(pos_b, axis=1)
    turned = np.einsum("qxy,ky->qkx", rotations, pos_b)
    dots = np.einsum("jx,qkx->qjk", pos_a, turned)
    d2 = ra[:, None]**2 + rb[None, :]**2 - 2 * dots
    weights = cutoff(ra)[:, None] * cutoff(rb)[None, :]
    return (np.pi * SIGMA**2)**1.5 * np.sum(
        weights * np.exp(-d2 / (4 * SIGMA**2)), axis=(1, 2))


# Two environments without symmetry; one neighbour lies in the cutoff taper.
env_a = np.array([[0.20, 0.05, 0.08], [-0.10, 0.21, 0.03], [-0.06, -0.12, 0.22],
                  [0.09, -0.18, -0.12], [0.30, -0.10, 0.28]])
env_b = np.array([[0.00, 0.24, 0.05], [0.22, -0.08, 0.06], [-0.15, -0.05, -0.20]])

# Radial basis is orthonormal with weight r^2.
r_q, w_q = gauss_legendre(100, 0.0, R_BOX)
g_q = radial_basis(r_q, N_MAX)
assert np.allclose((g_q * w_q * r_q**2) @ g_q.T, np.eye(N_MAX), atol=1e-10)

# Coefficients: closed angular integral against quadrature of the definition.
r_d, w_d = gauss_legendre(80, 0.0, R_BOX)
x_d, wx_d = np.polynomial.legendre.leggauss(40)
phi_d = 2 * np.pi * np.arange(80) / 80
ct, ph = np.meshgrid(x_d, phi_d, indexing="ij")
st = np.sqrt(1 - ct**2)
unit = np.stack([st * np.cos(ph), st * np.sin(ph), ct], axis=-1).reshape(-1, 3)
w_ang = np.repeat(wx_d, 80) * 2 * np.pi / 80
points = r_d[:, None, None] * unit[None, :, :]
rho = np.zeros(points.shape[:2])
for atom in env_a:
    rho += cutoff(np.linalg.norm(atom)) * np.exp(
        -np.sum((points - atom)**2, axis=-1) / (2 * SIGMA**2))
y_ang = harmonics(unit, 4)
c_a = coefficients(env_a, 5, 4)
coefficient_error = 0.0
for l in range(5):
    direct = (radial_basis(r_d, 5) * w_d * r_d**2) @ rho @ (np.conj(y_ang[l]) * w_ang).T
    coefficient_error = max(coefficient_error,
                            np.max(abs(direct - c_a[l])) / np.max(abs(c_a[0])))
assert coefficient_error < 1e-9

# Rotation law of the coefficients, with D taken from its defining integral.
turn = Rotation.from_euler("ZYZ", [0.7, 1.1, -0.4]).as_matrix()
env_turned = env_a @ turn.T
c_turned = coefficients(env_turned, 5, 4)
y_back = harmonics(unit @ turn, 4)          # Y at the inversely rotated direction
for l in range(5):
    d_matrix = (np.conj(y_ang[l]) * w_ang) @ y_back[l].T
    assert np.allclose(d_matrix @ d_matrix.conj().T, np.eye(2 * l + 1), atol=1e-10)
    assert np.allclose(c_turned[l], c_a[l] @ d_matrix.T,
                       atol=1e-10 * np.max(abs(c_a[0])))

# Invariance of p, blindness to inversion, and change of the raw coefficients.
p_a = power_spectrum(env_a)
rotation_error = np.max(abs(power_spectrum(env_turned) - p_a)) / np.max(abs(p_a))
inversion_error = np.max(abs(power_spectrum(-env_a) - p_a)) / np.max(abs(p_a))
raw_change = np.linalg.norm(c_turned[3] - c_a[3]) / np.linalg.norm(c_a[3])
assert rotation_error < 1e-11 and inversion_error < 1e-11 and raw_change > 0.01

# Contracting equal m of unequal l does not give an invariant.
mixed = [np.sum(c[2] * np.conj(c[3][:, 1:6]), axis=1) for c in (c_a, c_turned)]
mixed_change = np.linalg.norm(mixed[1] - mixed[0]) / np.linalg.norm(mixed[0])
assert mixed_change > 0.01

# The average over rotations of c conj(c) is diagonal in l,m and carries p/(2l+1).
rots, w_rot = euler_grid(9, 6)
s_a = np.linalg.norm(env_a, axis=1)
rad_a = radial_integrals(s_a, 3, 3) * cutoff(s_a)[None, :, None]
y_rot = harmonics(np.einsum("qxy,jy->qjx", rots, env_a), 3)
c_rot = np.concatenate([np.einsum("jn,mqj->qnm", rad_a[l], np.conj(y_rot[l]))
                        for l in range(4)], axis=2)
average = np.einsum("q,qna,qkb->nkab", w_rot, c_rot, np.conj(c_rot), optimize=True)
expected = np.zeros_like(average)
for l in range(4):
    for index in range(l * l, (l + 1)**2):
        expected[:, :, index, index] = p_a[l, :3, :3] / (2 * l + 1)
assert np.allclose(average, expected, atol=1e-11 * np.max(abs(p_a)))

# Pair formula with Legendre polynomials against the sum over m.
rad_full = radial_integrals(s_a, N_MAX, L_MAX) * cutoff(s_a)[None, :, None]
cosines = np.clip((env_a @ env_a.T) / np.outer(s_a, s_a), -1, 1)
for l in range(L_MAX + 1):
    pair = (2 * l + 1) / (4 * np.pi) * (
        rad_full[l].T @ eval_legendre(l, cosines) @ rad_full[l])
    assert np.allclose(pair, p_a[l], atol=1e-11 * np.max(abs(p_a)))

# Rotation-averaged overlap and squared overlap against the spectral sums.
rots, w_rot = euler_grid(40, 24)
overlap = density_overlap(env_a, env_b, rots)
kernel_direct = w_rot @ overlap**2
pa_big, pb_big = (power_spectrum(e, N_BIG, 20) for e in (env_a, env_b))
kernel_spectral = np.sum(np.sum(pa_big * pb_big, axis=(1, 2)) / (2 * np.arange(21) + 1))
linear_direct = w_rot @ overlap
linear_spectral = np.sum(coefficients(env_a, N_BIG, 0)[0]
                         * coefficients(env_b, N_BIG, 0)[0]).real
assert abs(kernel_spectral / kernel_direct - 1) < 1e-5
assert abs(linear_spectral / linear_direct - 1) < 1e-5

# Incompleteness: equal pair angles, not congruent, separated by a cubic average.
LATTICE = 0.543
bond = np.sqrt(3) / 4 * LATTICE


def ring(steps):
    angle = np.array(steps) * np.pi / 4
    return bond * np.stack([np.cos(angle), np.sin(angle), 0 * angle], axis=1)


ring_a, ring_b = ring([0, 1, 3, 4]), ring([0, 1, 2, 5])
p_ring = power_spectrum(ring_a)
ring_difference = np.max(abs(p_ring - power_spectrum(ring_b))) / np.max(abs(p_ring))
gram_a, gram_b = ring_a @ ring_a.T / bond**2, ring_b @ ring_b.T / bond**2
mismatch = min(np.max(abs(gram_a - gram_b[np.ix_(q, q)]))
               for q in itertools.permutations(range(4)))
s_aa, s_ab, s_bb = (density_overlap(u, v, rots) for u, v in
                    ((ring_a, ring_a), (ring_a, ring_b), (ring_b, ring_b)))
square_kernel, cubic_kernel = (
    (w_rot @ s_ab**k) / np.sqrt((w_rot @ s_aa**k) * (w_rot @ s_bb**k)) for k in (2, 3))
assert ring_difference < 1e-11 and mismatch > 0.1
assert abs(square_kernel - 1) < 1e-7 and cubic_kernel < 1 - 1e-3

# Silicon site: diamond lattice around one atom.
cells = np.array(list(itertools.product(range(-3, 4), repeat=3)), dtype=float)
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
sites = (cells[:, None, :] + fcc[None, :, :]).reshape(-1, 3)
crystal = LATTICE * np.concatenate([sites, sites + 0.25])
radii = np.linalg.norm(crystal, axis=1)
crystal = crystal[(radii > 0.01) & (radii < 0.62)]
radii = np.linalg.norm(crystal, axis=1)
first_shell = crystal[radii < 0.30]
assert len(first_shell) == 4

# One component followed by hand for the nearest shell.
shell_cos = np.clip(first_shell @ first_shell.T / bond**2, -1, 1)
angular_sum = [np.sum(eval_legendre(l, shell_cos)) for l in range(6)]
i_shell = radial_integrals(np.array([bond]), 2, 3)[3, 0]
p_hand = 7 / (4 * np.pi) * i_shell[0] * i_shell[1] * angular_sum[3]
p_shell = power_spectrum(first_shell)
assert abs(p_hand - p_shell[3, 0, 1]) < 1e-11 * np.max(abs(p_shell))

# Selection rule at the tetrahedral site.
p_crystal = power_spectrum(crystal)
trace_crystal = np.trace(p_crystal, axis1=1, axis2=2)
assert np.all(abs(trace_crystal[[1, 2, 5]]) < 1e-12 * trace_crystal[0])
assert np.all(trace_crystal[[0, 3, 4, 6, 7, 8]] > 1e-6 * trace_crystal[0])


def strained(exx, eyy, ezz):
    return crystal * (1 + np.array([exx, eyy, ezz]))


# Order of the response: doubling a small strain.
small = 5e-4
ratio_hydro = (distance(strained(*3 * [2 * small]), crystal)
               / distance(strained(*3 * [small]), crystal))
ratio_traceless = (distance(strained(2 * small, 2 * small, -4 * small), crystal)
                   / distance(strained(small, small, -2 * small), crystal))
assert abs(ratio_hydro - 2) < 0.05 and abs(ratio_traceless - 4) < 0.1

# Strained channel (rough typical elastic ratio 2*C12/C11).
E_PLANE, ELASTIC_RATIO = 0.01, 0.77
e_normal = -ELASTIC_RATIO * E_PLANE
e_mean = (2 * E_PLANE + e_normal) / 3
channel = strained(E_PLANE, E_PLANE, e_normal)
d_strain = distance(channel, crystal)
d_hydro = distance(strained(e_mean, e_mean, e_mean), crystal)
d_traceless = distance(strained(E_PLANE - e_mean, E_PLANE - e_mean,
                                e_normal - e_mean), crystal)
trace_channel = np.trace(power_spectrum(channel), axis1=1, axis2=2)

# Basis truncation: captured density norm and strain distance in a large basis.
norm_exact = density_overlap(crystal, crystal, np.eye(3)[None])[0]
p_large = power_spectrum(crystal, N_BIG, L_BIG)
captured_small = np.sum(trace_crystal) / norm_exact
captured_large = np.sum(np.trace(p_large, axis1=1, axis2=2)) / norm_exact
assert abs(captured_large - 1) < 1e-3
d_strain_large = np.linalg.norm(features(power_spectrum(channel, N_BIG, L_BIG))
                                - features(p_large))

# Atomic motion: Debye estimate of the displacement along one axis.
DEBYE_T, MASS = 640.0, 28.0855 * constants.atomic_mass


def displacement_nm(temperature):
    w_max = constants.k * DEBYE_T / constants.hbar
    ratio = DEBYE_T / temperature
    mode_sum = quad(lambda y: 3 * y / np.tanh(0.5 * ratio * y), 0, 1)[0]
    u2 = constants.hbar / (2 * MASS * w_max) * mode_sum
    thermal = quad(lambda x: x / np.expm1(x), 0, ratio)[0] / ratio**2
    u2_split = 3 * constants.hbar / (MASS * w_max) * (0.25 + thermal)
    assert abs(u2 / u2_split - 1) < 1e-8
    return 1e9 * np.sqrt(u2)


s_grid = np.linspace(0.10, R_CUT, 161)
table = CubicSpline(s_grid, np.moveaxis(radial_integrals(s_grid, N_MAX, L_MAX), 1, 0))
assert np.max(abs(power_spectrum(env_a, table=table) - p_a)) < 1e-5 * np.max(abs(p_a))
SNAPSHOTS = 200


def thermal_features(lattice, u_axis):
    rng = np.random.default_rng(7)
    sample = []
    for _ in range(SNAPSHOTS):
        shift = rng.normal(0.0, u_axis, (len(lattice) + 1, 3))
        moved = lattice + shift[1:] - shift[0]
        sample.append(features(power_spectrum(moved, table=table)))
    return np.array(sample)


static = features(p_crystal)
u_300, u_400 = displacement_nm(300.0), displacement_nm(400.0)
hot_300, hot_400 = thermal_features(crystal, u_300), thermal_features(crystal, u_400)
hot_channel = thermal_features(channel, u_300)
snap_300, snap_400 = (np.sqrt(np.mean(np.sum((h - static)**2, axis=1)))
                      for h in (hot_300, hot_400))
mean_shift = np.linalg.norm(hot_300.mean(axis=0) - static)
spread = np.sqrt(np.mean(np.sum((hot_300 - hot_300.mean(axis=0))**2, axis=1)))
paired = hot_channel - hot_300
d_strain_hot = np.linalg.norm(paired.mean(axis=0))
paired_error = np.sqrt(np.mean(np.sum((paired - paired.mean(axis=0))**2, axis=1))
                       / (SNAPSHOTS - 1))
EXPANSION = 3e-6
d_expansion = distance(strained(*3 * [100 * EXPANSION]), crystal)

print(f"Gaussian width {SIGMA:.3f} nm; radial box {R_BOX:.2f} nm")
print(f"cutoff {R_CUT:.2f} nm; taper width {TAPER:.2f} nm")
print(f"basis: n_max {N_MAX}, l_max {L_MAX}")
print(f"independent components {N_MAX * (N_MAX + 1) // 2 * (L_MAX + 1)}")
print(f"coefficient vs 3D quadrature, rel. error {coefficient_error:.1e}")
print(f"p after rotation, rel. change {rotation_error:.1e}")
print(f"p after inversion, rel. change {inversion_error:.1e}")
print(f"l=3 coefficients after rotation, rel. change {raw_change:.3f}")
print(f"mixed l=2,3 contraction, rel. change {mixed_change:.3f}")
print(f"mean squared overlap, direct   {kernel_direct:.6e} nm^6")
print(f"mean squared overlap, from p   {kernel_spectral:.6e} nm^6")
print(f"mean overlap, direct {linear_direct:.6e} nm^3")
print(f"mean overlap, l=0 sum {linear_spectral:.6e} nm^3")
print(f"ring pair: rel. difference of p {ring_difference:.1e}")
print(f"ring pair: least cosine mismatch {mismatch:.4f}")
print(f"ring pair: normalized square kernel {square_kernel:.8f}")
print(f"ring pair: normalized cubic kernel {cubic_kernel:.5f}")
print(f"Si lattice constant {LATTICE:.3f} nm; bond {bond:.4f} nm")
print(f"neighbours inside cutoff {np.sum(radii < R_CUT)}")
for l, value in enumerate(angular_sum):
    print(f"nearest shell, sum of P_{l} over pairs {value + 0.0:.4f}")
print(f"I_13(bond) {i_shell[0]:.5e} nm^1.5")
print(f"I_23(bond) {i_shell[1]:.5e} nm^1.5")
print(f"nearest shell p_(n=1,n'=2,l=3) {p_hand:.5e} nm^3")
for l in range(L_MAX + 1):
    print(f"l={l} sum_n p_nnl: Si {trace_crystal[l]:.3e},"
          f" strained {trace_channel[l]:.3e} nm^3")
print(f"strain in plane {100*E_PLANE:.2f} %, normal {100*e_normal:.2f} %")
print(f"mean strain {100*e_mean:.3f} %")
print(f"doubling ratio: hydrostatic {ratio_hydro:.3f}, traceless {ratio_traceless:.3f}")
print(f"feature distance, full strain {d_strain:.5f}")
print(f"feature distance, hydrostatic part {d_hydro:.5f}")
print(f"feature distance, traceless part {d_traceless:.5f}")
print(f"density norm captured: working basis {captured_small:.4f}")
print(f"density norm captured: n_max {N_BIG}, l_max {L_BIG}: {captured_large:.6f}")
print(f"full-strain distance in large basis {d_strain_large:.5f}")
print(f"Debye temperature {DEBYE_T:.0f} K; snapshots {SNAPSHOTS}")
print(f"rms axis displacement: 300 K {u_300:.5f}, 400 K {u_400:.5f} nm")
print(f"rms snapshot distance: 300 K {snap_300:.4f}, 400 K {snap_400:.4f}")
print(f"300 K mean-feature shift {mean_shift:.4f}")
print(f"300 K spread {spread:.4f}; error of mean {spread/np.sqrt(SNAPSHOTS):.4f}")
print(f"300 K averaged strain distance {d_strain_hot:.5f}")
print(f"its paired sampling error {paired_error:.5f}")
print(f"expansion coefficient {EXPANSION:.1e} 1/K")
print(f"feature distance, 100 K expansion {d_expansion:.5f}")
print("PASS")
```

Output:

```
Gaussian width 0.050 nm; radial box 0.70 nm
cutoff 0.50 nm; taper width 0.10 nm
basis: n_max 12, l_max 8
independent components 702
coefficient vs 3D quadrature, rel. error 5.2e-15
p after rotation, rel. change 4.9e-16
p after inversion, rel. change 3.4e-16
l=3 coefficients after rotation, rel. change 1.406
mixed l=2,3 contraction, rel. change 0.602
mean squared overlap, direct   2.018898e-07 nm^6
mean squared overlap, from p   2.018898e-07 nm^6
mean overlap, direct 3.487500e-04 nm^3
mean overlap, l=0 sum 3.487500e-04 nm^3
ring pair: rel. difference of p 1.8e-16
ring pair: least cosine mismatch 1.4142
ring pair: normalized square kernel 1.00000000
ring pair: normalized cubic kernel 0.96242
Si lattice constant 0.543 nm; bond 0.2351 nm
neighbours inside cutoff 28
nearest shell, sum of P_0 over pairs 16.0000
nearest shell, sum of P_1 over pairs -0.0000
nearest shell, sum of P_2 over pairs -0.0000
nearest shell, sum of P_3 over pairs 8.8889
nearest shell, sum of P_4 over pairs 4.1481
nearest shell, sum of P_5 over pairs -0.0000
I_13(bond) 9.07135e-03 nm^1.5
I_23(bond) 8.09051e-03 nm^1.5
nearest shell p_(n=1,n'=2,l=3) 3.63399e-04 nm^3
l=0 sum_n p_nnl: Si 3.645e-03, strained 3.522e-03 nm^3
l=1 sum_n p_nnl: Si 1.735e-35, strained 3.559e-35 nm^3
l=2 sum_n p_nnl: Si 3.692e-35, strained 8.992e-07 nm^3
l=3 sum_n p_nnl: Si 1.291e-03, strained 1.265e-03 nm^3
l=4 sum_n p_nnl: Si 8.161e-04, strained 8.198e-04 nm^3
l=5 sum_n p_nnl: Si 2.680e-34, strained 5.551e-06 nm^3
l=6 sum_n p_nnl: Si 3.460e-03, strained 3.467e-03 nm^3
l=7 sum_n p_nnl: Si 7.972e-04, strained 7.343e-04 nm^3
l=8 sum_n p_nnl: Si 8.669e-04, strained 8.839e-04 nm^3
strain in plane 1.00 %, normal -0.77 %
mean strain 0.410 %
doubling ratio: hydrostatic 2.002, traceless 4.004
feature distance, full strain 0.01854
feature distance, hydrostatic part 0.01912
feature distance, traceless part 0.00147
density norm captured: working basis 0.8161
density norm captured: n_max 24, l_max 30: 0.999999
full-strain distance in large basis 0.01858
Debye temperature 640 K; snapshots 200
rms axis displacement: 300 K 0.00652, 400 K 0.00736 nm
rms snapshot distance: 300 K 0.0463, 400 K 0.0534
300 K mean-feature shift 0.0194
300 K spread 0.0420; error of mean 0.0030
300 K averaged strain distance 0.01759
its paired sampling error 0.00023
expansion coefficient 3.0e-06 1/K
feature distance, 100 K expansion 0.00139
PASS
```
